# Vibrational averaging of hyperfine couplings: displacement, curvature and temperature: a program that tests the result

```python
"""Vibrational averaging of an isotropic hyperfine coupling A.

Result under test, for dimensionless normal coordinates q_i:
  <A> = A_e - sum_ij A_i phi_ijj coth_j/(4 hw_i) + sum_i A_ii coth_i/4,
  coth_i = coth(hw_i/(2 kT)).
hw_i: vibrational quantum; phi_ijk: cubic force constants (energy);
A_i, A_ij: first and second derivatives of A at the potential minimum.
The diatomic model has a Morse potential; x = r - r_e is the stretch.
Energies are in cm^-1, lengths in angstrom, couplings in MHz.
Free rotation adds A'(x=0) * 2 kT/(k r_e), with k the force constant.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

WAVENUMBER_J = const.h * const.c * 100.0
KB = const.k / WAVENUMBER_J
HBAR2_OVER_2U = const.hbar**2 / (2 * const.atomic_mass) * 1e20 / WAVENUMBER_J

# Round model parameters
MU, HW, RE, MORSE_A = 10.0, 600.0, 1.6, 2.0
A_BACKGROUND, A_DIRECT, DECAY = -50.0, 150.0, 2.0


def scales(mass_factor):
    """Quantum and oscillator length at fixed potential, scaled mass."""
    quantum = HW / np.sqrt(mass_factor)
    length = np.sqrt(2 * HBAR2_OVER_2U / (MU * mass_factor * quantum))
    return quantum, length


ELL = scales(1.0)[1]
FORCE_K = HW / ELL**2
DEPTH = FORCE_K / (2 * MORSE_A**2)

xs = sp.symbols("x", real=True)
potential_expr = DEPTH * (1 - sp.exp(-MORSE_A * xs))**2
coupling_expr = A_BACKGROUND + A_DIRECT * sp.exp(-DECAY * xs)
potential = sp.lambdify(xs, potential_expr, "numpy")
coupling = sp.lambdify(xs, coupling_expr, "numpy")
V3 = float(sp.diff(potential_expr, xs, 3).subs(xs, 0))
A0 = float(coupling_expr.subs(xs, 0))
A1 = float(sp.diff(coupling_expr, xs).subs(xs, 0))
A2 = float(sp.diff(coupling_expr, xs, 2).subs(xs, 0))


def coth_factor(quantum, temperature):
    if temperature == 0:
        return 1.0
    return 1 / np.tanh(quantum / (2 * KB * temperature))


def perturbative_terms(mass_factor, temperature):
    """Displacement and curvature contributions in MHz."""
    quantum, length = scales(mass_factor)
    factor = coth_factor(quantum, temperature)
    phi = V3 * length**3
    displacement = -A1 * length * phi * factor / (4 * quantum)
    curvature = A2 * length**2 * factor / 4
    return displacement, curvature


# Sinc-grid representation of the radial Hamiltonian
q_grid = np.linspace(-12.0, 20.0, 201)
step = q_grid[1] - q_grid[0]
index = np.arange(len(q_grid))
separation = index[:, None] - index[None, :]
safe = np.where(separation == 0, 1, separation)
KINETIC = np.where(separation == 0, np.pi**2 / 3,
                   2 * (-1.0)**np.abs(separation) / safe**2) / (2 * step**2)


def thermal_density(mass_factor, temperature, rotation=False):
    """Stretch grid and normalized thermal probability on it."""
    quantum, length = scales(mass_factor)
    x = length * q_grid
    base = quantum * KINETIC + np.diag(potential(x))
    rot_const = HBAR2_OVER_2U / (MU * mass_factor * RE**2)
    density = np.zeros(len(x))
    ground, j = None, 0
    while True:
        centrifugal = rot_const * j * (j + 1) * (RE / (RE + x))**2
        energy, vectors = np.linalg.eigh(base + np.diag(centrifugal))
        if ground is None:
            ground = energy[0]
        if temperature == 0:
            weights = np.zeros(len(x))
            weights[0] = 1.0
        else:
            weights = np.exp(-(energy - ground) / (KB * temperature))
        density += (2 * j + 1) * (vectors**2 @ weights)
        j += 1
        if not rotation:
            break
        exponent = rot_const * j * (j + 1) / (KB * temperature)
        if (2 * j + 1) * np.exp(-exponent) < 1e-11:
            break
    return x, density / density.sum()


# Test: explicit second-order sum over states for single levels
size = 30
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
q_matrix = (ladder + ladder.T) / np.sqrt(2)
q_cubed = q_matrix @ q_matrix @ q_matrix
for n in range(6):
    phi_test, quantum_test = 0.3, 1.7
    state_sum = sum(2 * q_matrix[n, m] * phi_test * q_cubed[m, n] / 6
                    / (quantum_test * (n - m))
                    for m in range(size - 4) if m != n)
    formula = -phi_test * (n + 0.5) / (2 * quantum_test)
    assert abs(state_sum - formula) < 1e-12

# Test: two coupled modes in exact 2:1 resonance
keep = 18
one = np.eye(keep)
q1 = q_matrix[:keep, :keep]
q2 = (q_matrix @ q_matrix)[:keep, :keep]
q3 = q_cubed[:keep, :keep]
w1, w2, kt = 1.0, 2.0, 0.7
f111, f112, f122, f222 = 0.7, -0.9, 0.5, 1.1
p1, p2, p11, p12, p22 = 1.3, -0.8, 0.6, 0.4, -0.35
levels = np.arange(keep) + 0.5
harmonic = np.kron(np.diag(w1 * levels), one) + np.kron(one, np.diag(w2 * levels))
cubic = (f111 * np.kron(q3, one) / 6 + f112 * np.kron(q2, q1) / 2
         + f122 * np.kron(q1, q2) / 2 + f222 * np.kron(one, q3) / 6)
prop = (p1 * np.kron(q1, one) + p2 * np.kron(one, q1)
        + p11 * np.kron(q2, one) / 2 + p12 * np.kron(q1, q1)
        + p22 * np.kron(one, q2) / 2)


def two_mode_average(strength):
    energy, vectors = np.linalg.eigh(harmonic + strength * cubic)
    weights = np.exp(-(energy - energy[0]) / kt)
    diagonal = np.sum(vectors * (prop @ vectors), axis=0)
    return weights @ diagonal / weights.sum()


small = 1e-3
plus, minus = two_mode_average(small), two_mode_average(-small)
c1, c2 = 1 / np.tanh(w1 / (2 * kt)), 1 / np.tanh(w2 / (2 * kt))
mode_numeric = (plus - minus) / (2 * small)
mode_formula = (-p1 * (f111 * c1 + f122 * c2) / (4 * w1)
                - p2 * (f112 * c1 + f222 * c2) / (4 * w2))
# Remaining differences are quadratic in the small cubic strength.
assert abs(mode_numeric - mode_formula) < 2e-4
assert abs((plus + minus) / 2 - (p11 * c1 + p22 * c2) / 4) < 2e-4

# Test: Morse cubic constant in dimensionless coordinates
PHI = V3 * ELL**3
assert abs(PHI / (-3 * MORSE_A * ELL * HW) - 1) < 1e-10


def zero_amplitude_limit(temperature):
    """Extrapolate shifts per amplitude squared at fixed kT/hw."""
    scaled = []
    for factor in (64.0, 256.0):
        root = np.sqrt(factor)
        x, rho = thermal_density(factor, temperature / root)
        scaled.append(root * np.array([A1 * (rho @ x),
                                       A2 * (rho @ x**2) / 2,
                                       rho @ (coupling(x) - A0)]))
    return 2 * scaled[1] - scaled[0]


# Test: both terms and their sum in the small-amplitude limit
limit_errors = []
for temperature in (0.0, 300.0, 600.0):
    terms = perturbative_terms(1.0, temperature)
    target = np.array([terms[0], terms[1], sum(terms)])
    relative = np.abs(zero_amplitude_limit(temperature) / target - 1)
    limit_errors.append(relative.max())
    # Linear extrapolation leaves a residual of second order.
    assert relative.max() < 5e-3

# Test: mass-independent classical limit by direct Boltzmann quadrature
kt_class = 2.0
x_class = np.linspace(-0.06, 0.06, 8001)
boltzmann = np.exp(-potential(x_class) / kt_class)
class_numeric = boltzmann @ (coupling(x_class) - A0) / boltzmann.sum()
class_formula = kt_class / FORCE_K * (A2 / 2 - A1 * V3 / (2 * FORCE_K))
assert abs(class_numeric / class_formula - 1) < 5e-3
hot = 50 * HW / KB
class_slope = (A2 / 2 - A1 * V3 / (2 * FORCE_K)) / FORCE_K
for factor in (1.0, 2.0):
    assert abs(sum(perturbative_terms(factor, hot))
               / (class_slope * KB * hot) - 1) < 1e-3

# Test: centrifugal contribution from the full rovibrational sum
T_ROT = 300.0
rot_shift = {}
for factor in (1.0, 4.0, 16.0):
    temp = T_ROT / np.sqrt(factor)
    x, rho_rot = thermal_density(factor, temp, rotation=True)
    rho_vib = thermal_density(factor, temp)[1]
    rot_shift[factor] = (rho_rot - rho_vib) @ coupling(x)
rot_limit = 2 * 4 * rot_shift[16.0] - 2 * rot_shift[4.0]
x_rot = 2 * KB * T_ROT / (FORCE_K * RE)
rot_formula = A1 * x_rot
# The extrapolated value retains second-order amplitude corrections.
assert abs(rot_limit / rot_formula - 1) < 2e-2

print(f"Reduced mass: {MU:.1f} u; harmonic quantum: {HW:.1f} cm^-1")
print(f"Bond length r_e: {RE:.2f} A; Morse exponent a: {MORSE_A:.2f} A^-1")
print(f"Coupling model: background {A_BACKGROUND:.1f} MHz,"
      f" direct {A_DIRECT:.1f} MHz, decay {DECAY:.1f} A^-1")
print(f"Oscillator length ell: {ELL:.6f} A")
print(f"Force constant k: {FORCE_K:.1f} cm^-1 A^-2")
print(f"Morse depth: {DEPTH:.1f} cm^-1")
print(f"Third derivative of V: {V3:.1f} cm^-1 A^-3")
print(f"Cubic constant phi: {PHI:.3f} cm^-1")
print(f"A_e: {A0:.3f} MHz; A': {A1:.3f} MHz/A; A'': {A2:.3f} MHz/A^2")
print(f"Dimensionless derivatives A_q: {A1*ELL:.4f} MHz;"
      f" A_qq: {A2*ELL**2:.4f} MHz")
for temperature in (0.0, 300.0, 600.0):
    displacement, curvature = perturbative_terms(1.0, temperature)
    factor = coth_factor(HW, temperature)
    x, rho = thermal_density(1.0, temperature)
    mean_square = ELL**2 * factor / 2
    mean_x = -V3 * mean_square / (2 * FORCE_K)
    total = displacement + curvature
    numeric = rho @ coupling(x)
    print(f"T = {temperature:.0f} K: coth factor {factor:.5f}")
    print(f"  formula <x>: {mean_x:.6f} A; <x^2>: {mean_square:.7f} A^2")
    print(f"  numerical <x>: {rho @ x:.6f} A; <x^2>: {rho @ x**2:.7f} A^2")
    print(f"  displacement: {displacement:.4f} MHz; curvature: {curvature:.4f} MHz")
    print(f"  formula shift: {total:.4f} MHz; average A: {A0 + total:.4f} MHz")
    print(f"  numerical shift: {numeric - A0:.4f} MHz; average A: {numeric:.4f} MHz")
    print(f"  formula minus numerical A: {A0 + total - numeric:.4f} MHz")
x, rho = thermal_density(2.0, 0.0)
print(f"Doubled mass, 0 K: formula shift {sum(perturbative_terms(2.0, 0.0)):.4f} MHz;"
      f" numerical {rho @ coupling(x) - A0:.4f} MHz")
print(f"Classical shift slope: {class_slope * KB * 1000:.4f} MHz per 1000 K")
print(f"Rotation at 300 K: formula stretch {x_rot:.6f} A")
print(f"Rotation at 300 K: formula shift {rot_formula:.4f} MHz;"
      f" numerical {rot_shift[1.0]:.4f} MHz")
print(f"Vibration plus rotation at 300 K, formula A:"
      f" {A0 + sum(perturbative_terms(1.0, T_ROT)) + rot_formula:.4f} MHz")
print(f"Largest relative error in small-amplitude limit: {max(limit_errors):.2e}")
print(f"Relative error of extrapolated rotational shift:"
      f" {abs(rot_limit / rot_formula - 1):.2e}")
print(f"Two resonant modes, displacement response: numerical {mode_numeric:.6f},"
      f" formula {mode_formula:.6f} (dimensionless)")
print("tests ok")
```

Printed output:

```
Reduced mass: 10.0 u; harmonic quantum: 600.0 cm^-1
Bond length r_e: 1.60 A; Morse exponent a: 2.00 A^-1
Coupling model: background -50.0 MHz, direct 150.0 MHz, decay 2.0 A^-1
Oscillator length ell: 0.074961 A
Force constant k: 106776.6 cm^-1 A^-2
Morse depth: 13347.1 cm^-1
Third derivative of V: -640659.5 cm^-1 A^-3
Cubic constant phi: -269.861 cm^-1
A_e: 100.000 MHz; A': -300.000 MHz/A; A'': 600.000 MHz/A^2
Dimensionless derivatives A_q: -22.4884 MHz; A_qq: 3.3715 MHz
T = 0 K: coth factor 1.00000
  formula <x>: 0.008429 A; <x^2>: 0.0028096 A^2
  numerical <x>: 0.008498 A; <x^2>: 0.0029300 A^2
  displacement: -2.5286 MHz; curvature: 0.8429 MHz
  formula shift: -1.6858 MHz; average A: 98.3142 MHz
  numerical shift: -1.6858 MHz; average A: 98.3142 MHz
  formula minus numerical A: 0.0000 MHz
T = 300 K: coth factor 1.11926
  formula <x>: 0.009434 A; <x^2>: 0.0031447 A^2
  numerical <x>: 0.009616 A; <x^2>: 0.0033446 A^2
  displacement: -2.8302 MHz; curvature: 0.9434 MHz
  formula shift: -1.8868 MHz; average A: 98.1132 MHz
  numerical shift: -1.9031 MHz; average A: 98.0969 MHz
  formula minus numerical A: 0.0163 MHz
T = 600 K: coth factor 1.62198
  formula <x>: 0.013671 A; <x^2>: 0.0045571 A^2
  numerical <x>: 0.014344 A; <x^2>: 0.0051611 A^2
  displacement: -4.1014 MHz; curvature: 1.3671 MHz
  formula shift: -2.7343 MHz; average A: 97.2657 MHz
  numerical shift: -2.8131 MHz; average A: 97.1869 MHz
  formula minus numerical A: 0.0788 MHz
Doubled mass, 0 K: formula shift -1.1920 MHz; numerical -1.1920 MHz
Classical shift slope: -3.9055 MHz per 1000 K
Rotation at 300 K: formula stretch 0.002441 A
Rotation at 300 K: formula shift -0.7323 MHz; numerical -0.7484 MHz
Vibration plus rotation at 300 K, formula A: 97.3809 MHz
Largest relative error in small-amplitude limit: 1.04e-04
Relative error of extrapolated rotational shift: 1.61e-04
Two resonant modes, displacement response: numerical -0.576542, formula -0.576541 (dimensionless)
tests ok
```
